Counting dangling bonds on ideal Si(100), Si(110) and Si(111) surfaces

**Problem**

Silicon has the diamond structure with cubic lattice constant a = 0.543 nm. A crystal is cut along a plane, and no atom moves afterwards. Each severed bond leaves one dangling bond on each of the two new faces. Show that one face carries about 13.6, 9.6 and 7.8 times 10¹⁴ dangling bonds per cm² for cuts along (100), (110) and (111). One of the three values depends on the height at which the plane passes through the crystal. Find which one, and state the condition it needs.

**Hints**

1. The diamond structure consists of two face-centred cubic sublattices, A and B, with B displaced from A by (a/4)(1, 1, 1). Write down the four bond vectors of an A atom. Those of a B atom are their negatives.

2. Let n be the unit normal of the cut. The sign of b·n tells whether a bond b points up, down or within the plane, and its size tells how far the bond climbs. Compare the climb with the spacing of the atomic layers.

3. Move the cutting plane up past one layer. Which bonds does it start to sever, and which does it cease to sever?

4. For each face find a cell that repeats over the surface, its area and the number of atoms in it. Then

density = (atoms per cell) × (dangling bonds per atom) / (cell area).

**Solution**

*Bonds.* An A atom has the four bond vectors

b₁ = (a/4)(1, 1, 1)
b₂ = (a/4)(1, −1, −1)
b₃ = (a/4)(−1, 1, −1)
b₄ = (a/4)(−1, −1, 1).

Each has length (a/4)√(1 + 1 + 1) = √3a/4 = 0.235 nm.

*Effect of the cut height.* Suppose the plane rises past one layer of atoms. The bonds that point up from this layer are now severed, because their lower ends have come to lie below the plane. The bonds that point down from the layer are no longer severed, because both their ends now lie below. Hence, per atom of the layer,

change in severed bonds = (bonds up) − (bonds down).

If the two numbers are equal for every atom, the count is the same at all heights. If they differ, the make-up of the layer decides. An A atom and a B atom have opposite changes, which cancel when a layer holds equal numbers of both. When each layer holds only one kind of atom, nothing cancels and the height must be specified.

*The (100) face.* Here n = (1, 0, 0), and

b₁·n = b₂·n = +a/4, b₃·n = b₄·n = −a/4.

Two bonds point up and two point down. Reversing all the vectors gives the same numbers for a B atom, so the count does not depend on the height.

The A layers lie at x = 0, a/2, a, and so on. The B layers are shifted by a/4 and lie midway between them. The layer spacing is therefore a/4 = 0.136 nm, which equals the climb of an upward bond. Each bond joins neighbouring layers, so a cut severs bonds of the top remaining layer alone, two per atom.

In the layer x = 0, a square of side a contains the A atoms at (0, 0, 0) and (0, a/2, a/2), with the repeated corners counted once. That makes two atoms in the area a², and

N(100) = 2 × 2 / a² = 4/a².

With a² = 0.2948 nm²,

N(100) = 4 / 0.2948 nm² = 13.57 nm⁻².

Since 1 cm = 10⁷ nm, 1 nm⁻² = 10¹⁴ cm⁻², and the result is 13.6 × 10¹⁴ cm⁻².

*The (110) face.* Here n = (1, 1, 0)/√2, and

b₁·n = (a/4)(2/√2) = a/(2√2)
b₂·n = b₃·n = 0
b₄·n = −a/(2√2).

One bond points up, one points down and two lie in the plane. The count is again independent of the height.

For A atoms x + y is a multiple of a/2, so their layers are (a/2)/√2 = a/(2√2) = 0.192 nm apart. The displacement of the B sublattice raises x + y by a/4 + a/4 = a/2, which is one whole layer step. Every layer therefore contains both A and B atoms. The climb of the upward bond equals the layer spacing, so once more the top layer alone loses bonds, one per atom.

Within a layer the A atoms repeat by a along [001] and by (a/2)(1, −1, 0), whose length is a/√2. This rectangle has area a²/√2 = 0.2085 nm² and holds one A atom and one B atom. Thus

N(110) = 2 × 1 / (a²/√2) = 2√2/a²
N(110) = 2 / 0.2085 nm² = 9.59 nm⁻²,

which is 9.6 × 10¹⁴ cm⁻².

*The (111) face.* Here n = (1, 1, 1)/√3. For an A atom,

b₁·n = (a/4)(3/√3) = √3a/4
b₂·n = b₃·n = b₄·n = (a/4)(−1/√3) = −a/(4√3).

One bond points straight up and three slant down. A B atom has the reverse: one straight down and three slanting up. The numbers up and down are unequal, and the A and B atoms lie in separate layers, as the spacings below show. Nothing cancels, so this is the face for which the height matters.

Going up from an A layer, the next layer is the B layer at the end of the vertical bonds, √3a/4 = 0.235 nm higher. The slanting bonds of B then lead to the next A layer, a/(4√3) = 0.078 nm higher. Wide and narrow gaps alternate. Their sum,

√3a/4 + a/(4√3) = (3a + a)/(4√3) = a/√3,

is the distance between successive A layers, as it should be.

A cut through the wide gap severs the single vertical bond of each atom below it. This is the condition needed for the quoted value. It is the natural choice for an ideal (111) face because it breaks fewer bonds than a cut through the narrow gap.

The atoms of one layer form a triangular lattice of side a/√2. Its cell is a rhombus with an angle of 60°, containing one atom, with area

(a/√2)² sin 60° = (a²/2)(√3/2) = √3a²/4 = 0.1277 nm².

Therefore

N(111) = 1 × 1 / (√3a²/4) = 4/(√3a²)
N(111) = 1 / 0.1277 nm² = 7.83 nm⁻²,

which is 7.8 × 10¹⁴ cm⁻².

*Reading the numbers.* The lattice constant cancels from the ratios:

N(100)/N(111) = √3 = 1.732
N(110)/N(111) = (2√2)(√3/4) = √6/2 = 1.225.

The order of the faces is thus a matter of geometry, and a fixes the common scale 1/a². The (100) face does not lead because its atoms are packed more densely: it has 2/a² = 6.8 nm⁻² in its top layer, fewer than the 7.8 nm⁻² of (111). It leads because each of its atoms loses two bonds.

**What becomes of these bonds in practice**

On a clean surface the atoms do move. Neighbouring atoms of the ideal Si(100) face are a/√2 = 0.384 nm apart, much farther than the bond length of 0.235 nm. Neighbours whose dangling bonds lie in one common plane can lean together in pairs and form a new bond. Each atom spends one of its two dangling bonds on it, which halves the density to 6.8 × 10¹⁴ cm⁻². The 7×7 reconstruction of clean Si(111) keeps 19 dangling bonds in an area of 49 ideal cells: 12 on adatoms, 6 on rest atoms and 1 in the corner hole. Its density is 7.83 × 19/49 = 3.04, in units of 10¹⁴ cm⁻².

Under a gate oxide most of the silicon bonds are tied to oxygen. Take a gate of 100 nm by 100 nm on Si(100), with area (10⁻⁵ cm)² = 10⁻¹⁰ cm². The ideal face would have

13.57 × 10¹⁴ cm⁻² × 10⁻¹⁰ cm² = 1.36 × 10⁵

dangling bonds under it. A rough typical defect density after oxidation is 10¹² cm⁻², or 100 defects under this gate, one for about 1400 ideal bonds. After an anneal in hydrogen, which ties up most of the remaining bonds, roughly 10¹⁰ cm⁻² is typical. That is one defect under the gate on average, for about 136,000 ideal bonds. The assumption that fails in a device is that severed bonds stay open, and it changes the number by three to five powers of ten. The ideal density gives only the scale of the number of bonds the oxide has to satisfy. It does not predict the density of electrical defects.

Thermal expansion and the rounding of a matter little beside this. With a rough mean expansion coefficient of 4 × 10⁻⁶ per K, heating by 1000 K lengthens a by 0.4 % and lowers the density by about 0.8 %. Taking a smaller by 0.0005 nm, half a unit in its last digit, raises the density by 0.18 %.

**Variation 1: the other (111) cut**

*What is the density if the plane passes through the narrow gap?*

The layer below the cut is now a B layer, and each of its atoms loses its three slanting bonds. The vertical bonds from the A layer beneath end at this B layer and stay intact. The surface cell is unchanged, so

N = 3 / (√3a²/4) = 12/(√3a²) = 4√3/a² = 23.5 nm⁻²,

or 23.5 × 10¹⁴ cm⁻². This is three times the wide-gap value and exceeds that of (100). The label (111) alone does not fix the number of dangling bonds.

**Variation 2: a wafer cut slightly off (100)**

*The cutting plane is tilted by an angle θ from (100). How does the density per unit area of the tilted plane change?*

A bond that starts on an A atom crosses the plane if the atom lies within a distance |b·n| of it, on the proper side. There are 4/a³ A atoms per unit volume, and every bond has exactly one A end. Averaged over cut heights, therefore,

N = (4/a³)(|b₁·n| + |b₂·n| + |b₃·n| + |b₄·n|).

Let n = (n₁, n₂, n₃) with n₁ = cos θ, and let the tilt be small enough that |n₂| + |n₃| < n₁. Then b₁ and b₂ still point up, and b₃ and b₄ still point down. The sum of the four sizes is

(a/4)[(n₁ + n₂ + n₃) + (n₁ − n₂ − n₃) + (n₁ − n₂ + n₃) + (n₁ + n₂ − n₃)] = (a/4)(4n₁) = a cos θ,

so that

N = 4 cos θ/a².

With two bonds up and two down on every atom, the count does not vary with height, and the average is the value for each cut. At θ = 0 the (100) result returns.

As a test, the plane (510) is tilted by 11.31°, and the formula gives 4 × 0.9806 / 0.29485 nm² = 13.30 nm⁻², with one more digit kept in a². A direct count of the severed bonds in a block of crystal also gives 13.30 nm⁻². For a miscut of 0.5° the density falls by 1 − cos 0.5° = 0.0038 %, which is negligible here. The counts for all the faces are listed in the numerical output below.

Numbers as computed

```
lattice constant a = 0.543 nm
a squared = 0.2948 nm^2
bond length = 0.2351 nm
Si(100): surface cell area = 0.2948 nm^2
Si(100): atoms per cell = 2, dangling bonds per atom = 2
Si(100): gap between layers at the cut = 0.1358 nm
Si(100): dangling bonds = 13.57 e14 cm^-2
Si(110): surface cell area = 0.2085 nm^2
Si(110): atoms per cell = 2, dangling bonds per atom = 1
Si(110): gap between layers at the cut = 0.1920 nm
Si(110): dangling bonds = 9.59 e14 cm^-2
Si(111): surface cell area = 0.1277 nm^2
Si(111): atoms per cell = 1, dangling bonds per atom = 1
Si(111): gap between layers at the cut = 0.2351 nm
Si(111): dangling bonds = 7.83 e14 cm^-2
Si(111) narrow gap: width = 0.0784 nm, dangling bonds per atom = 3
Si(111) narrow gap: dangling bonds = 23.50 e14 cm^-2
ratio N(100)/N(111) = 1.732
ratio N(110)/N(111) = 1.225
gate side = 100 nm, gate area = 1.0e-10 cm^2
ideal dangling bonds under gate = 1.357e+05
after oxidation: rough defect density = 1e+12 cm^-2
after oxidation: defects under gate = 100, one per 1.36e+03 ideal bonds
after hydrogen anneal: rough defect density = 1e+10 cm^-2
after hydrogen anneal: defects under gate = 1, one per 1.36e+05 ideal bonds
Si(100) nearest surface atoms before pairing = 0.3840 nm
Si(100) paired, one bond per atom = 6.78 e14 cm^-2
Si(111) 7x7: 19 dangling bonds per 49 ideal cells
Si(111) 7x7: dangling bonds = 3.04 e14 cm^-2
rough expansion coefficient = 4e-06 per K, heating = 1000 K
density drop on heating = 0.80 %
miscut test plane (510): tilt = 11.31 deg, counted density = 13.30 e14 cm^-2
density drop for miscut of 0.5 deg = 0.0038 %
density change if a is 0.0005 nm smaller = 0.18 %
```
